Adiabatic does not mean local: the exact static exchange-correlation kernel

**The argument under review**

Two electrons in a spin singlet occupy a one-dimensional box 4.0 Å long. They repel each other through a softened Coulomb interaction, and a weak linear potential, of slope 1.0 eV/Å, removes the mirror symmetry. A manuscript computes their singlet excitations by linear-response time-dependent density functional theory with an LDA exchange kernel. The Kohn-Sham orbitals and gaps are taken from the exact Kohn-Sham potential, so only the kernel is approximated; a self-consistent LDA potential would shift the numbers. The lowest root is 8.91 eV, while the true excitation energy is 10.19 eV. Below 25 eV there are two roots, but three true excitations. The manuscript reasons as follows.

(a) The adiabatic approximation replaces the exchange-correlation (xc) kernel by that of the local density approximation, so an adiabatic kernel is local in space.

(b) Both failures, the low first root and the missing state, are therefore failures of the adiabatic approximation.

(c) A spatially nonlocal kernel must go beyond the adiabatic approximation.

The numbers are sound. Whether the reasoning is sound depends on what "adiabatic" removes from the kernel, and on what is left when nothing else is removed.

**What the approximation says**

Atomic units are used in the algebra. In general, the xc potential at time t depends on the density at t and at earlier times. The adiabatic approximation drops the earlier times: it inserts the instantaneous density into the ground-state functional,

v_xc(x,t) = δE_xc[n]/δn(x), taken at n = n(·,t).

Differentiating with respect to n(x',t') gives

f_xc(x,t;x',t') = δ(t−t') δ²E_xc/δn(x)δn(x').

The delta function is in time. Its Fourier transform is constant, so the kernel does not depend on frequency. Nothing has been said about x and x'. Their relation is fixed by E_xc, and the exact E_xc is as admissible here as any approximate one.

Locality in space enters through a second, separate step. If E_xc is replaced by ∫e(n(x))dx, the second derivative is e''(n(x))δ(x−x'). Claim (a) merges the two steps. To see what the merger costs, one needs the kernel after the first step alone.

**The exact adiabatic kernel from two static responses**

Let v be the external potential, w(x,x') = 1/√((x−x')²+a²) the repulsion with a = 0.5 Å, and v_s the Kohn-Sham potential that reproduces the true density n. Up to a constant,

v_s = v + ∫w(x,x')n(x')dx' + v_xc[n].

Assume a nondegenerate ground state, and change v by a small static δv that acts equally on both spins. The density changes by δn, which both systems share:

δn = χδv = χ_s δv_s,

where χ and χ_s are the static responses of the interacting and the Kohn-Sham system, and products imply integration. Varying the equation for v_s gives

δv_s = δv + wδn + f_xc δn.

Inserting δv_s = χ_s⁻¹δn and δv = χ⁻¹δn yields

f_xc = χ_s⁻¹ − χ⁻¹ − w.

The inverses need care, because a constant δv changes no density. It is the sole obstacle. To see this, use first-order perturbation theory. With real singlet eigenstates Ψ_k, excitation energies Ω_k and δV = δv(x1)+δv(x2),

δΨ = −Σ_k Ψ_k ⟨k|δV|0⟩/Ω_k.

The density is an expectation value, so δn(x) = 2⟨0|n̂(x)|δΨ⟩. Define ρ_k(x) = ⟨0|n̂(x)|k⟩. Then ⟨k|δV|0⟩ = ∫ρ_kδv, and

χ(x,x') = −2 Σ_k ρ_k(x)ρ_k(x')/Ω_k.

Hence ∫∫δv χ δv' = −2Σ_k|⟨k|δV|0⟩|²/Ω_k. If this vanishes, every matrix element does, so δVΨ_0 is proportional to Ψ_0. The spatial ground state of the singlet has no nodes inside the box, so δv(x1)+δv(x2) is constant there, and δv is constant. The response is thus invertible between potentials modulo a constant and the neutral density changes (∫δn = 0) that such potentials produce. On a finite grid these are all neutral density changes.

It follows that f_xc is defined up to

f_xc(x,x') → f_xc(x,x') + g(x) + g(x').

Acting on a neutral δn, the term g(x) gives zero and g(x') gives a constant potential. Values of f_xc at single pairs of points therefore have no meaning until g is chosen.

**The Kohn-Sham side and the inversion**

Both electrons occupy one Kohn-Sham orbital φ, so n = 2φ² and φ = √(n/2). Solving −φ''/2 + v_sφ = εφ for the potential gives

v_s = ε + φ''/(2φ).

No iterative fit is needed. Let φ_a be the empty orbitals of v_s, at energies ω_a above φ, and let F_a = φφ_a. First-order perturbation theory gives δφ = −Σ_a φ_a∫F_aδv_s/ω_a. Since δn = 4φδφ,

χ_s(x,x') = −4 Σ_a F_a(x)F_a(x')/ω_a.

To invert either response numerically, subtract n(x)n(x') from it and solve

(χ − n n')v = δn, with ∫δn = 0.

Integrate over x. The χ term vanishes, because each ρ_k integrates to zero by orthogonality, and ∫n = 2. What remains is −2∫nv = 0. The added term therefore contributes nothing, and v solves χv = δn in the gauge ∫nv = 0. Acting on the constant 1, the modified matrix gives −2n, so its inverse maps n to −1/2. This holds for χ and χ_s alike. The difference of the two inverses therefore maps n to zero, which fixes g. The interaction w must be brought to the same gauge before it is subtracted. With u = ½∫wn' and ū = ½∫un, it becomes w(x,x') − u(x) − u(x') + ū.

Is the result really the second derivative of E_xc? This can be checked without either response formula. Add λu₁(x) to v, where u₁ is a fixed function, solve the interacting ground state at small ±λ, and invert each new density for its own v_xc. The change of v_xc agrees with f_xcδn to 7·10⁻⁶ of its density-weighted root-mean-square size. The energy provides a second check. Along the same path dE_xc/dλ = ∫v_xc dn/dλ, and one more derivative gives

d²E_xc/dλ² = ∫∫(dn/dλ) f_xc (dn'/dλ) + ∫v_xc d²n/dλ².

With E_xc taken from total energies, the first term on the right agrees with the left side minus the last term to about two parts in a million.

**Is this kernel local?**

A fair test must not depend on g. Take four different points and form

D = f(x1,y1) − f(x1,y2) − f(x2,y1) + f(x2,y2).

Each g(x) and each g(x') occurs once with either sign and cancels. D has a direct meaning. Move a small charge of q electrons from y2 to y1, so that δn = q[δ(x−y1) − δ(x−y2)]. To first order, the difference v_xc(x1) − v_xc(x2) changes by qD. A local kernel vanishes whenever its arguments differ, so it gives D = 0. The same is true of a kernel from a functional of n and its gradient at one point, since its second derivative consists of δ(x−x') and derivatives of it.

For x1, x2, y1, y2 at 0.8, 1.6, 2.4 and 3.2 Å, the exact adiabatic kernel gives

D = −3.02 eV (−0.111 hartree).

A coarser grid, with 39 points instead of 59 and the same three-point finite-difference kinetic energy, changes this by 0.005 eV; with a fourth-order kinetic energy on finer grids it settles at −3.01 eV. Moving 0.01 electron between two places in the right half of the box thus changes a potential difference in the left half, to first order in the charge moved, by 0.01 × (−3.02) = −0.030 eV. No local function of the density, however well chosen, gives this effect. Claim (a) is false already in this small system.

**A nonlocal adiabatic kernel in closed form**

Claim (c) can be refuted on paper. In the singlet, each spin has the density matrix φ(x)φ(x'), so the exchange energy is

E_x = −½ · 2 ∫∫ φ²(x)φ²(x') w dx dx'.

With φ² = n/2 this becomes

E_x = −¼ ∫∫ n(x)n(x') w dx dx' = −½E_H,

where E_H is the Hartree energy. The second derivative of E_H is w, and therefore

f_x(x,x') = −½w(x,x').

This kernel has no frequency dependence, and it is as long-ranged as the interaction. It is adiabatic and nonlocal.

It is also the weak-interaction limit of f_xc. If w is multiplied by a small factor s, exchange is of order s and correlation of order s². At s = 0.01 the kernel obtained by inversion differs from −½sw by 1.9 percent of the latter on the 39-point grid (2.05 percent on the 59-point grid), in a density-weighted norm, and the difference halves when s is halved.

At full strength, exchange alone can be a poor guide to the exact kernel. At the four points above, f_x gives D = −½[2w(1.6 Å) − w(2.4 Å) − w(0.8 Å)]. This is positive, because w is convex at distances beyond a/√2 ≈ 0.35 Å. Its value is 1.98 eV. Correlation must supply the rest:

−3.02 − 1.98 = −5.00 eV.

At these four points correlation thus reverses the sign. This is not so everywhere: for points at 1.2, 1.8, 2.2 and 2.8 Å the exact D is +2.60 eV against +2.66 eV from exchange, and for 0.8, 1.2, 2.8 and 3.2 Å it is +0.04 eV against +0.25 eV. The rest of this paragraph concerns the original four points. The Hartree term contributes −2 × 1.98 = −3.96 eV, since w = −2f_x. Exchange removes half of it, and correlation more than restores what was removed. A tendency of the electrons to occupy opposite halves of the box does not by itself explain this. If one electron were confined to each half, with densities n_L and n_R, and the correlation between the two were neglected, the Hartree-xc energy would be ∫∫n_L w n_R', whose D is that of w alone. The xc part would then be zero. With a hard wall at the centre and that correlation included, it is +0.16 eV. Exchange would be almost cancelled, but the sign would not be reversed. The numbers establish the sign and the size at these four points, not the mechanism.

**The local kernel used in the manuscript**

To compare like with like, the LDA kernel must belong to the same interaction. In an unpolarized uniform gas each spin fills |k| < k_F with k_F = πn/2. Its density matrix at separation r is

γ(r) = ∫ e^{ikr} dk/2π = sin(k_F r)/(πr), with k from −k_F to k_F.

The exchange energy per length is −½ times the sum over the two spins of ∫γ²w dr. Using sin²(k_F r) = [1 − cos(πnr)]/2,

e_x(n) = −(1/2π²) ∫ [1 − cos(πnr)] w(r)/r² dr,

with r over the whole line. Two derivatives of the bracket with respect to n give π²r²cos(πnr), which cancels the factor 1/r²:

e_x'' = −½ ∫ cos(πnr) w(r) dr = −∫₀^∞ cos(πnr)/√(r²+a²) dr = −K₀(πan).

The last integral is a standard representation of the modified Bessel function K₀. The kernel is f_x(x,x') = −K₀(πan(x))δ(x−x'). At the centre of the box n = 0.603 Å⁻¹, so πan = 3.142 × 0.5 × 0.603 = 0.95, and the coefficient of the delta function is −6.54 eV Å. A numerical second derivative of e_x confirms the formula.

For this singlet, −½w is the exact exchange kernel and −K₀δ its local approximation. Both are adiabatic, and both omit correlation.

**Which error belongs to which approximation?**

Claim (b) assigns the whole error to the missing frequency dependence. To test it, the excitation energies are needed for any frequency-independent kernel.

Write the orbital, apart from its phase e^{−iεt}, as φ + Σ_a c_aφ_a with small c_a. The time-dependent Kohn-Sham equation gives, to first order,

i dc_a/dt = ω_a c_a + V_a, with V_a = ∫F_aδv_s.

Split c_a = p_a + iq_a. The real and imaginary parts are

dp_a/dt = ω_a q_a and dq_a/dt = −ω_a p_a − V_a,

and eliminating q_a gives

d²p_a/dt² = −ω_a²p_a − ω_aV_a.

The density change is δn = 4Σ_b F_b p_b. In a free oscillation there is no external drive, and δv_s = (w+f_xc)δn. Hence V_a = 4Σ_b K_ab p_b with K_ab = ∫∫F_a(w+f_xc)F_b'. Setting p_a = √ω_a z_a and dividing by √ω_a gives

d²z_a/dt² = −Σ_b [ω_a²δ_ab + 4√(ω_aω_b)K_ab] z_b.

The eigenvalues of the bracket are the squared excitation energies. The gauge function g drops out, because each F_a integrates to zero.

The matrix has one row for each empty orbital. Any frequency-independent kernel therefore gives as many roots as there are single excitations, here 59 − 1 = 58 on the grid. The interacting singlet space has 1770 − 1 = 1769 excitations.

All the following results use the same exact v_s, so only the kernel differs. The static polarizability is α = −∫xδn dx/E for an added potential Ex. This potential adds E x_a to V_a, with x_a = ∫xF_a. With A_ab the bracket above and d_a = √ω_a x_a, setting d²z_a/dt² = 0 gives Σ_b A_ab z_b = −E d_a. Since ∫xδn = 4Σ_a d_a z_a, it follows that α = 4Σ_ab d_a(A⁻¹)_ab d_b. The first two roots and α are:

- Neither w nor f_xc (K = 0, the bare gaps ω_a): 4.11 and 17.4 eV; α = 0.743 e²Å²/eV.
- Exchange −½w: 8.02 and 20.1 eV; α = 0.199.
- LDA exchange: 8.91 and 19.3 eV; α = 0.165.
- Exact adiabatic: 10.27 and 17.8 eV; α = 0.130.

The first three true excitations lie at 10.19, 13.7 and 22.9 eV, and the true α, from the dipole induced by a small static field, is 0.130. These values belong to the 59-point grid, and their last digit is not converged. With a fourth-order kinetic energy on finer grids the first true excitation rises by 0.011 eV to 10.20 eV, the second and third by 0.02 and 0.04 eV, the first roots by less than 0.01 eV and the second roots by about 0.04 eV, while the true α becomes 0.129. The error split and the percentages for α given below are unchanged.

The polarizability gives the clearest evidence against claim (b). It is a static quantity, so memory plays no part in it, and the exact adiabatic kernel reproduces it by virtue of χ⁻¹ = χ_s⁻¹ − w − f_xc. LDA exchange nevertheless exceeds the true value by 0.165/0.130 − 1 = 27 percent. The whole of this excess comes from the approximation to E_xc.

For the first excitation the manuscript's error splits into two parts:

8.91 − 10.19 = (8.91 − 10.27) + (10.27 − 10.19) = −1.36 + 0.08 eV.

The second part is the adiabatic error proper, about 0.8 percent of the true energy. The first part, much larger and of opposite sign, comes from the approximate functional. Claim (b) blames the wrong approximation for this state.

The opposite inference, that a nonlocal kernel is better because it is nonlocal, is not supported either. The exchange kernel −½w is nonlocal, yet its first root lies 10.187 − 8.024 = 2.16 eV below the true one, farther than the LDA root. Its polarizability is too large by 54 percent. In this system the local approximation to exchange partly offsets the missing correlation. Nothing here shows that it would do so in another.

**Where the adiabatic approximation does fail**

The missing state is another matter, and here the manuscript is right to suspect the adiabatic approximation. The exact adiabatic kernel also has two roots below 25 eV, against three true excitations. Its second root, at 17.8 eV, lies between the true energies 13.7 and 22.9 eV and is more than 4 eV from either.

The character of the states shows what is missing. Expand each true state in configurations built from the Kohn-Sham orbitals, and call its double weight the part in which both electrons have left φ. For the first three excitations it is 0.19, 0.65 and 0.29. The second is mainly a double excitation. The other two are mainly single excitations with a smaller double admixture, and the correlated ground state has some double weight as well. The matrix above has no row for a double excitation, and no choice of E_xc can add one.

Frequency dependence can restore the state. A drive at frequency ω in the equation for p_a gives p_a = −ω_aV_a/(ω_a²−ω²), and thus

χ_s(ω) = −4 Σ_a ω_aF_aF_a'/(ω_a²−ω²).

The same steps with the states Ψ_k give χ(ω) = −2Σ_k Ω_kρ_kρ_k'/(Ω_k²−ω²). Define

f_xc(ω) = χ_s⁻¹(ω) − χ⁻¹(ω) − w.

For a finite system with a gap both responses are continuous at ω = 0, so the exact adiabatic kernel is the zero-frequency limit of this one. As ω approaches Ω_k, χ(ω) diverges, provided that ρ_k is not zero. Then χ⁻¹ acquires a zero eigenvalue, and if χ_s(ω) is invertible there,

[χ_s⁻¹(Ω_k) − w − f_xc(Ω_k)]δn = 0

has a nonzero solution. This is the condition for a free oscillation at Ω_k. One matrix of unchanged size, with a kernel that varies with ω, can thus have more solutions than rows. Evaluated next to each of the first three true energies, this kernel returns 10.19, 13.7 and 22.9 eV, each within the tested 0.002 eV of its target. This shows what an exact kernel must do. It is no practical recipe, since the true responses were used to build it.

**Recommendation**

The manuscript should call its kernel "adiabatic LDA exchange" and treat the two words as two approximations. The low first root and the excess polarizability should be attributed to the approximate functional, and the absent state to the lack of frequency dependence. Claim (c) should be withdrawn.

The numerical split between the two errors belongs to this model. The distinction itself holds wherever the second derivative of E_xc exists. The construction of the exact kernel by inversion, as carried out here, assumes a finite system, a nondegenerate ground state, and a density that is also the ground-state density of some Kohn-Sham potential. If the ground state is degenerate, the static response used here is not defined, and the inversion cannot be carried out in this form. The numerical check covers the kernel, its nonlocality and the excitation energies quoted above.

Values computed for the example and the checks

```
box length: 4.0 angstrom
softening length a: 0.5 angstrom
slope of external potential: 1.0 eV/angstrom
grid points: 59, spacing 0.0667 angstrom
singlet basis size: 1770
ground-state energy: 23.108 eV
density at box centre: 0.6032 1/angstrom
relative error, kernel vs change of v_xc: 6.9e-06
E_xc curvature, direct: -1.203818 1/hartree
E_xc curvature, kernel: -1.203816 1/hartree
weak-coupling strength factor: 0.01
relative distance from -w/2 there: 1.85e-02
four points: 0.8, 1.6, 2.4, 3.2 angstrom (x1, x2, y1, y2)
D, exact adiabatic xc: -3.018 eV = -0.11092 hartree
D, exchange -w/2: 1.979 eV
D, correlation part: -4.997 eV
D, exact adiabatic xc, 39 points: -3.023 eV
LDA exchange coefficient at centre, formula: -6.5380 eV angstrom
LDA exchange coefficient at centre, numeric: -6.5393 eV angstrom
true singlet excitation 1: 10.187 eV, double weight 0.190
true singlet excitation 2: 13.703 eV, double weight 0.651
true singlet excitation 3: 22.881 eV, double weight 0.294
true excitation 1, 39 points: 10.174 eV
no kernel: roots 4.111, 17.374, 33.011 eV
no kernel: polarizability 0.74266 e^2 angstrom^2/eV
exact adiabatic: roots 10.270, 17.847, 33.636 eV
exact adiabatic: polarizability 0.12956 e^2 angstrom^2/eV
exact exchange: roots 8.024, 20.115, 34.636 eV
exact exchange: polarizability 0.19923 e^2 angstrom^2/eV
LDA exchange: roots 8.912, 19.308, 32.644 eV
LDA exchange: polarizability 0.16508 e^2 angstrom^2/eV
true polarizability, finite field: 0.12956 e^2 angstrom^2/eV
true singlet excitations below 25 eV: 3
exact adiabatic roots below 25 eV: 2
root 1 with kernel at true frequency: 10.187 eV
root 2 with kernel at true frequency: 13.703 eV
root 3 with kernel at true frequency: 22.881 eV
```
